# Free-energy maximum and half-committor size in island nucleation

**Q:** I find the critical island in epitaxial growth by plotting its free energy against the number of atoms and reading off the maximum. The thermodynamic force vanishes there, so an island of that size is as likely to grow as to dissolve. Is anything wrong with that?

**A:** The maximum is well defined once you have chosen the size variable. The second sentence does not follow from it. "As likely to grow as to dissolve" could mean that the next gain and the next loss are equally likely, or that the island's eventual fates are. Both depend on rates, and your plot contains none.

Take an island of $n$ atoms that changes by single atoms, gaining one at rate $a_n$ and losing one at rate $d_n$. Let $F_n$ be its free energy at fixed supersaturation. I set $k_B=1$, so $T$ is the thermal energy. Detailed balance requires

$$a_n e^{-F_n/T}=d_{n+1}e^{-F_{n+1}/T}.$$

This fixes only the ratio $a_n/d_{n+1}$. The same $F_n$ is compatible with many choices of $a_n$.

**Q:** How do I get the eventual fate from these rates?

**A:** Let $q_n$, the committor, be the probability of reaching a large size $N$ before shrinking to one atom. Then $q_1=0$ and $q_N=1$. From size $n$ the next event is a gain with probability $a_n/(a_n+d_n)$, and otherwise a loss, so

$$(a_n+d_n)q_n=a_nq_{n+1}+d_nq_{n-1}.$$

Rearranged, this is

$$a_n(q_{n+1}-q_n)=d_n(q_n-q_{n-1}).$$

Detailed balance, written one size lower, gives $d_n=a_{n-1}e^{(F_n-F_{n-1})/T}$. Insert this and multiply by $e^{-F_n/T}$:

$$a_ne^{-F_n/T}(q_{n+1}-q_n)=a_{n-1}e^{-F_{n-1}/T}(q_n-q_{n-1}).$$

The same quantity appears on both sides, shifted by one size, so it is a constant $C$. With

$$R_m=\frac{e^{F_m/T}}{a_m}$$

we have $q_{m+1}-q_m=CR_m$. Summing from $q_1=0$, and fixing $C$ by $q_N=1$, gives

$$q_n=\frac{\sum_{m=1}^{n-1}R_m}{\sum_{m=1}^{N-1}R_m}.$$

$R_m$ acts as the resistance of the link between $m$ and $m+1$. The size with $q=1/2$ has half the total resistance on each side: it is a median. Your maximum is the peak of one factor in $R_m$.

**Q:** For a symmetric barrier and a constant gain rate, the peak and the median must coincide.

**A:** Up to half an atom. Take $F_n/T=-(n-60)^2/(2\times49)$ plus a constant, constant $a_n$, and absorbing sizes 1 and 120. The resistances $R_1,\dots,R_{119}$ are symmetric about $R_{60}$. The sum for $q_{60}$ stops at $R_{59}$, so it lacks half of the central resistance; $q_{61}$ has half of it too much. Linear interpolation of $q$ puts the half-committor size at 60.5.

The offset comes from declaring $a_n$ constant. If $d_n$ is constant instead, detailed balance gives $R_m=e^{F_{m+1}/T}/d_{m+1}$. The weights move by one link and the answer is 59.5, with absorbing sizes 0 and 119 to keep the symmetry. If $\sqrt{a_md_{m+1}}$ is constant, take the geometric mean of the two forms,

$$R_m=\frac{e^{(F_m+F_{m+1})/2T}}{\sqrt{a_md_{m+1}}},$$

and the answer is 60, with absorbing sizes 0 and 120. Below, $a_n$ is the rate given as a smooth function of size, so the offset is $+1/2$.

**Q:** Half an atom I can live with. What does a lopsided barrier do?

**A:** Treat $n$ as continuous. By the midpoint rule, each $R_m$ is roughly the integral of $R(x)$ from $m-1/2$ to $m+1/2$, so the sum up to $m=n-1$ becomes an integral up to $n-1/2$. The half-committor size is therefore the median of $R(x)$ plus $1/2$.

Let $n^*$ be the maximum of $F$ and $y=x-n^*$. Define, at $n^*$,

$$\sigma^2=-\frac{T}{F''},\qquad g=\frac{F'''}{T},\qquad s=\frac{d\ln a}{dn}.$$

For a high barrier the ends do not matter, and

$$R\propto e^{-y^2/2\sigma^2}\left(1+\frac{g y^3}{6}-sy\right),$$

to first order in $g\sigma^3$ and $s\sigma$, both assumed small. Let the median lie at $y=\delta$. The integral over $y<\delta$ minus the integral over $y>\delta$ must vanish. The even part contributes $2\int_0^\delta e^{-y^2/2\sigma^2}dy\approx2\delta$. The odd part contributes minus twice its integral over positive $y$. Hence

$$\delta=\int_0^\infty e^{-y^2/2\sigma^2}\left(\frac{g y^3}{6}-sy\right)dy.$$

With $\int_0^\infty y^3e^{-y^2/2\sigma^2}dy=2\sigma^4$ and $\int_0^\infty ye^{-y^2/2\sigma^2}dy=\sigma^2$,

$$n_{\rm half}=n^*+\frac12+\frac{g\sigma^4}{3}-s\sigma^2.$$

If the barrier falls more slowly on the large side, then $g>0$ and the median moves up. If attachment speeds up with size, then $s>0$, the large side has less resistance, and the median moves down. For the second effect alone, give the parabola above a gain rate $a_n\propto e^{0.02n}$. The formula gives $60+0.5-0.02\times49=59.52$, and so does a numerical solution of the first-step equations.

**Q:** And for a real island shape, a bulk term against an edge term?

**A:** For a compact one-layer island,

$$F(n)=-\Delta\mu\,n+\varepsilon\sqrt n,\qquad a_n\propto n^p.$$

Here $\Delta\mu$ is the free energy gained per atom and $\varepsilon\sqrt n$ is the cost of the edge. Setting $F'=-\Delta\mu+\varepsilon/(2\sqrt n)$ to zero gives $\sqrt{n^*}=\varepsilon/(2\Delta\mu)$. Replacing $\varepsilon$ by $2\Delta\mu\sqrt{n^*}$ then gives

$$F^*=-\Delta\mu\,n^*+2\Delta\mu\,n^*=\Delta\mu\,n^*,$$

$$F''=-\frac{\varepsilon}{4n^{*3/2}}=-\frac{\Delta\mu}{2n^*},\qquad F'''=\frac{3\varepsilon}{8n^{*5/2}}=\frac{3\Delta\mu}{4n^{*2}}.$$

So $\sigma^2=2n^*T/\Delta\mu$, $g\sigma^2=3/(2n^*)$ and $s=p/n^*$. The shift beyond the half atom is

$$\sigma^2\left(\frac{g\sigma^2}{3}-s\right)=\frac{2n^*T}{\Delta\mu}\left(\frac1{2n^*}-\frac p{n^*}\right),$$

and therefore

$$n_{\rm half}=n^*+\frac12+(1-2p)\frac{T}{\Delta\mu}.$$

The edge energy has dropped out of the shift. The expansion needs $\sigma\ll n^*$. Since $\sigma/n^*=\sqrt{2T/F^*}$, that means a barrier much higher than $T$.

**Q:** At $p=1/2$ the shift is gone. If every edge site captures atoms at the same rate, $a_n$ follows the perimeter, and that is $p=1/2$. So I was right after all?

**A:** In that case, apart from the half atom. Two shifts cancel; neither is absent. The variable $l=\sqrt n$ shows why. With $l^*=\sqrt{n^*}$,

$$F=-\Delta\mu\,l^2+\varepsilon l=F^*-\Delta\mu(l-l^*)^2,$$

which is a parabola in $l$. Since $dn=2l\,dl$ and $a\propto l^{2p}$,

$$R\,dn\propto e^{-\Delta\mu(l-l^*)^2/T}\,l^{1-2p}\,dl.$$

At $p=1/2$ the last factor is constant and the median is $l^*$, apart from the tail cut off at small sizes.

The cancellation belongs to this barrier and this rate law. A compact three-dimensional cluster has $F/T=-un+vn^{2/3}$. Its maximum satisfies $v=\tfrac32un^{*1/3}$, so

$$\frac{F''}{T}=-\frac{2v}{9n^{*4/3}}=-\frac{u}{3n^*},\qquad g=\frac{8v}{27n^{*7/3}}=\frac{4u}{9n^{*2}}.$$

Then $\sigma^2=3n^*/u$, $g\sigma^2=4/(3n^*)$, and the shift is $1/2+(4/3-3p)/u$. Attachment over the surface, $p=2/3$, leaves a net shift. For $u=0.5$ and $n^*=1000$ the formula gives $-0.83$ atoms, and the numerical solution gives $-0.84$. For $p=0$ both give $+3.17$.

**Q:** What if I mean only the next event? Surely a gain and a loss balance where the force vanishes.

**A:** Set $a_n=d_n$ and use detailed balance for $d_n$:

$$F_n-F_{n-1}=T\ln\frac{a_n}{a_{n-1}}.$$

The right side is zero only if the gain rate does not change with size. To leading order, both differences are derivatives at $n-1/2$. With $y=n-1/2-n^*$ this reads $F''y=Tp/n^*$, so $y=-p\sigma^2/n^*$ and

$$n_{\rm balance}=n^*+\frac12-2p\frac{T}{\Delta\mu}.$$

This lies $T/\Delta\mu$ below $n_{\rm half}$ for any fixed $p$, at this order. The difference is the term $g\sigma^4/3$. At $n_{\rm balance}$ the next step is a fair coin toss, but the slope that carries the island away is gentler on the large side. An island that has started to grow is more easily brought back, so its chance of final growth is below one half.

**Q:** Put numbers on it. Are we talking about a tenth of an atom?

**A:** Take square islands with illustrative parameters, loosely modelled on copper on Cu(001): 800 K, an edge energy of 0.13 eV per edge atom, an atomic spacing of 2.55 Å and $\Delta\mu=0.05$ eV. These are rounded model inputs, not a fit to copper, and the critical size is sensitive to them: an edge energy of 0.22 eV would put the maximum at 77 atoms, with nearly the same shift in atoms. The side holds $\sqrt n$ atoms, so $\varepsilon=4\times0.13=0.52$ eV. Then

$$n^*=\left(\frac{0.52}{2\times0.05}\right)^2=27.04,\qquad F^*=0.05\times27.04=1.352\ \text{eV}.$$

With $T=0.06894$ eV, the barrier is $19.6\,T$, $T/\Delta\mu=1.38$ atoms, and $\sigma=\sqrt{2\times27.04\times1.379}=8.64$ atoms. For $p=0$,

$$n_{\rm half}=27.04+0.50+1.38=28.92.$$

Solving the first-step equations numerically, with the island absorbed at 1 and 400 atoms, gives:

| $p$ | $n_{\rm balance}$ | $n_{\rm half}$ | $q(n^*)$ |
|---|---|---|---|
| 0 | 27.55 | 28.92 | 0.413 |
| 1/2 | 26.15 | 27.54 | 0.477 |
| 1 | 24.71 | 26.11 | 0.543 |

The row $p=1$ is there to show the change of sign; I attach no mechanism to it. The fractions come from interpolation, since a real island has a whole number of atoms.

To see how the formulas converge, I raised $\varepsilon$ at fixed $T$ and $\Delta\mu$. The largest error of the two size formulas over these three values of $p$ was 0.070 atoms at $n^*=27$, 0.017 at 108 and 0.004 at 433. It falls roughly as $1/n^*$.

**Q:** So for $p=0$ an island at the top of the barrier grows only 41 times in 100. Can I see that without solving the chain?

**A:** Near the median, the slope of $q$ is $R$ divided by its integral, about $1/(\sigma\sqrt{2\pi})$. Hence

$$q(n^*)\approx\frac12-\frac{n_{\rm half}-n^*}{\sigma\sqrt{2\pi}}=\frac12-\frac{1.88}{8.64\times2.507}=0.413.$$

A direct simulation agrees with the chain. Of 20,000 random walks started at 27 atoms, a fraction 0.411 grew, with a standard error of 0.0035; the linear equations give $q_{27}=0.411$.

Dividing $(1-2p)T/\Delta\mu$ by $\sigma\sqrt{2\pi}$ gives $(1-2p)\sqrt{T/(4\pi F^*)}$. This part of the departure from one half is set by the barrier height in units of $T$, and it fades slowly: a fourfold higher barrier only halves it. If $\Delta\mu$ is lowered at fixed $T$ and $\varepsilon$, the shift in atoms grows, but relative to $n^*$ it is $(1-2p)T/F^*$, which shrinks.

**Q:** Could I repair the free energy instead, so that its maximum falls in the right place?

**A:** You can move the maximum just by changing the label. In terms of $l=\sqrt n$, the equilibrium density per unit $l$ is $2l\,e^{-F/T}$, so the free energy belonging to that label is $F-T\ln(2l)$. Its stationary point obeys

$$-2\Delta\mu\,l+\varepsilon-\frac Tl=0,\qquad\text{or}\qquad l^2-l^*l+\frac{T}{2\Delta\mu}=0.$$

The root near $l^*$ is $l\approx l^*-T/(2\Delta\mu\,l^*)$. Squaring gives $n\approx n^*-T/\Delta\mu=25.66$; numerical maximization gives 25.64. No island has changed, yet the "critical size" has moved by more than one atom. The committor of a given island is a probability of events and does not care how we label its size.

**Q:** Then which size belongs in the nucleation rate?

**A:** None has to be singled out. Let $c_n$ be the steady populations and $w_n=c_ne^{F_n/T}$. The current from $n$ to $n+1$ is

$$J=a_nc_n-d_{n+1}c_{n+1}=a_ne^{-F_n/T}(w_n-w_{n+1}),$$

where detailed balance was used for $d_{n+1}$. Thus $JR_n=w_n-w_{n+1}$. Sum over $n$, with single atoms at their equilibrium weight ($w_1=1$) and large islands removed ($w_N=0$):

$$J=\frac1{\sum_{m=1}^{N-1}R_m}.$$

The rate uses the whole resistance, and the half-committor size divides that same sum in two. It is the size to use when the question is whether a particular island will survive.

**Q:** Which $p$ should I take for copper?

**A:** That depends on what limits attachment. If edge capture is slow, $p=1/2$. If diffusion is slow, consider adatoms of coverage $\theta$ and diffusion coefficient $D$ (in sites per unit time) around an island of radius $r$. The steady inward current $I=2\pi\rho D\,d\theta/d\rho$ is the same at every radius $\rho$. Integrating from $r$ to an outer radius $L$ gives

$$I=\frac{2\pi D[\theta(L)-\theta(r)]}{\ln(L/r)}.$$

I model the first term as gain and the second as loss, with $\theta(r)$ chosen so that detailed balance holds. Then $a_n\propto1/\ln(L/r)$ with $r\propto\sqrt n$, so $d\ln a/dn=1/[2n\ln(L/r)]$, an effective $p=1/[2\ln(L/r)]$. For $L=2000$ Å, and $r$ that of a disc with the area of the critical island, $p=0.089$. The chain gives $n_{\rm half}=28.68$, close to the $p=0$ result.

**Q:** How far would you trust two atoms out of 27 on a real copper surface?

**A:** As a statement about this model, fully; as a prediction for copper, not to that precision. The supersaturation here is low: $e^{\Delta\mu/T}=2.07$ times the equilibrium adatom density. Colder deposition at high supersaturation is a different regime. Because $n^*\propto1/\Delta\mu^2$, the critical island can shrink to a few atoms, and the broad-barrier expansion fails. Even in the present regime, the smooth edge, the constant supply and the single size variable are idealizations. In side length, the $p=0$ shift is $2.55(\sqrt{28.92}-\sqrt{27.04})=0.45$ Å, less than one atomic spacing.

**Q:** Which of those idealizations hurts most?

**A:** I changed them one at a time, with constant gain rate except where depletion alters it.

Kinks lower the edge free energy. If neighbouring columns of a straight edge differ by $k$ atoms at a cost $0.13|k|$ eV, the sum over $k$ is

$$\sum_{k=-\infty}^{\infty}e^{-\gamma|k|/T}=\coth\frac{\gamma}{2T},\qquad \gamma=0.13\ \text{eV}.$$

The edge free energy per atom is then $\gamma+T\ln\tanh(\gamma/2T)=0.109$ eV. The maximum drops to 18.99 atoms and the half-committor size to 20.87. Both move by eight atoms, but the gap stays at 1.87, as expected from a shift that does not contain $\varepsilon$. This estimate keeps the island square. Kinks also round its corners, which lowers the edge cost further: for the equilibrium shape of the same lattice model the maximum is near 15.6 atoms, and the gap hardly changes.

A term $T\ln n$ in $F$, chosen to represent a slowly varying fluctuation correction, moves them to 29.74 and 31.60. The gap is again 1.86.

For depletion, suppose the island draws on a closed disc of radius 2000 Å. A lone adatom has four edges, so its coverage is $e^{(\Delta\mu-4\gamma)/T}=1.1\times10^{-3}$, or about 2115 adatoms in the disc. Reducing the gain rate by the fraction already consumed, at unchanged loss rates, gives 28.05 and 30.11, a gap of 2.06.

Forbidding shape fluctuations on the lattice changes the gap much more. A perfect island has the least perimeter $2\lceil2\sqrt n\rceil$, in edge atoms. Its free energy jumps when a new row starts and falls as the row fills. At 21, 26 and 31 atoms it is 1.55, 1.56 and 1.57 eV: the three highest peaks, separated by only a fraction of $T$. The maximum is at 31, while the half-committor size is 29.92, so the gap is $-1.08$ and has the opposite sign. That sign is not a rule: the gap is $+0.73$ at $\Delta\mu=0.048$ eV, and $+5.58$ at 0.053 eV, where the maximum has jumped to 21 atoms. The maximum picks one tooth because of 0.01 eV; the median weighs them all.

At 800 K, however, islands are not frozen in their most compact shapes. Give every lattice shape whose columns have no gaps the weight $e^{-\gamma/T}$ per edge, and sum over these shapes at each $n$. The teeth shrink to a faint ripple: at $\Delta\mu=0.05$ eV there is a single maximum near 19.0 atoms, the half-committor size is 20.8, and the gap is back to $+1.8$. The top of the barrier is so flat that the ripple still decides where the maximum sits. At 0.048 eV the gap is $+1.4$; at 0.049 and 0.051 eV there are two local maxima, and the gap is $+0.9$ and $+2.7$. The half-committor size meanwhile moves smoothly: 22.3, 21.5, 20.8 and 20.1 atoms from 0.048 to 0.051 eV. The maximum lies above the 15.6 atoms found from the macroscopic equilibrium shape. Fitted up to 400 atoms, the shape sum behaves as $0.402\ \text{eV}\,\sqrt n$ plus about $T\ln n$. The first term alone puts the maximum at 16.2 atoms, and the logarithm adds about $2T/\Delta\mu=2.8$. So of the changes tried here, the edge free energy matters most for the critical size, while the gap is positive again once the shape may fluctuate: between about one and three atoms for the values of $\Delta\mu$ tried from 0.044 to 0.055 eV, scattered around the smooth value of about two. Mobile islands, attachment of dimers and slow shape changes are left out. If shape relaxes slowly, two islands with the same $n$ can have different committors, and one critical number no longer describes them.

**Q:** So my plot still gives me the barrier, but to say which islands have even odds I also need the rates.

**A:** Yes. Form $R_n=e^{F_n/T}/a_n$ and find where its running sum reaches half. For a high, smooth barrier many atoms wide, and a gain rate that changes little over the width $\sigma$, the answer lies within a fraction of $\sigma$ of your maximum. How close, and on which side, depends on the shape of the barrier and on how attachment changes with size.
